# Current-Generated Magnetic Field at the Edge of a 50 nm Pillar

## Problem

A round magnetic pillar, 50 nm in diameter, carries a steady current along its axis with mean density $J=10^{11}\ \mathrm{A/m^2}$.

(a) Estimate the magnetic field that this current produces at the side wall of the pillar.

(b) The pillar is 50 nm tall and is fed by flat leads 200 nm wide. How far can the finite height, the leads and an uneven current shift the estimate?

(c) Compare the field with the strength of the spin-transfer torque that the same current exerts on a free layer of thickness $t=1.6$ nm, magnetization $M_s=10^6$ A/m and spin polarization $P=0.5$.

## Conventions

The axis of the pillar is $z$, its radius is $R=25$ nm, and conventional current flows towards $+z$. Distance from the axis is $r$, and $\varphi$ is the angle around it, measured from $+x$. A positive azimuthal field $B_\varphi$ circles the current in the right-handed sense.

The pillar contains magnetic layers, which have fields of their own. Here $B$ means $\mu_0H$, where $H$ is the field of the transport current alone. This is the part that grows with the current and reverses with it when the magnetization is held fixed.

## (a) The field at the side wall

**Current.** The mean density times the cross-section gives

$$I=\pi R^2J=\pi(25\times10^{-9}\ \mathrm m)^2(10^{11}\ \mathrm{A/m^2})=0.196\ \mathrm{mA}.$$

**Direction of the field.** Suppose first that the pillar and its leads are symmetric about the axis, and that no current circulates around it. Any plane containing the axis is then a mirror plane of the current. A magnetic field is an axial vector: on a mirror plane of its sources it can only be perpendicular to that plane. The field is therefore purely azimuthal, and by rotational symmetry its size is the same all around a circle centred on the axis.

**Ampère's law.** For a circle of radius $r$ that encloses the current $I(r)$,

$$2\pi r\,B_\varphi(r)=\mu_0I(r).$$

If the density is uniform, $I(r)=\pi r^2J$ inside the pillar and $I(r)=\pi R^2J$ outside it. Dividing by $2\pi r$ gives

$$B_\varphi=\frac{\mu_0Jr}{2}\quad(r\le R),\qquad B_\varphi=\frac{\mu_0JR^2}{2r}\quad(r\ge R).$$

The field rises linearly from zero on the axis and falls as $1/r$ outside, so for uniform density it is largest at the wall:

$$B_{\rm edge}=\frac{\mu_0JR}{2}=\frac{\mu_0I}{2\pi R}.$$

With the numbers inserted,

$$B_{\rm edge}=\frac{(1.257\times10^{-6})(10^{11})(25\times10^{-9})}{2}\ \mathrm T=1.57\ \mathrm{mT}\approx1.6\ \mathrm{mT}.$$

The two forms of $B_{\rm edge}$ answer different questions. At fixed current density, a pillar of twice the diameter has twice the edge field. At fixed total current, it has half the edge field.

**The same result without Ampère's law.** Divide a long pillar into straight filaments and add their fields at one point of the wall. Let $s$ be the distance from that point to a filament, and $\theta$ the angle between the line to the filament and the inward radius. A filament of cross-section $s\,ds\,d\theta$ carries $dI=Js\,ds\,d\theta$ and produces a field of size

$$\frac{\mu_0\,dI}{2\pi s}=\frac{\mu_0J}{2\pi}\,ds\,d\theta .$$

The factor $s$ in the area has cancelled the $1/s$ in the field. The field is perpendicular to the line joining point and filament, so its component along the wall's tangent carries a factor $\cos\theta$. The components along the radius cancel between $\theta$ and $-\theta$. In the direction $\theta$ the pillar extends over a chord of length $2R\cos\theta$, and therefore

$$B_{\rm edge}=\frac{\mu_0J}{2\pi}\int_{-\pi/2}^{\pi/2}2R\cos^2\theta\,d\theta
=\frac{\mu_0J}{2\pi}\,2R\,\frac{\pi}{2}=\frac{\mu_0JR}{2}.$$

A numerical sum over filaments also gives 1.5708 mT at the wall.

## (b) What the simple estimate leaves out

**Finite height.** The pillar is no taller than it is wide, so it is far from being a long wire. Let its ends lie at $z=\pm h$, with $h=25$ nm, and take the wall point at mid-height. By the Biot–Savart law, a filament of this length at distance $s$ gives

$$\frac{\mu_0\,dI}{4\pi}\int_{-h}^{h}\frac{s\,dz}{(s^2+z^2)^{3/2}}
=\frac{\mu_0\,dI}{2\pi s}\,\frac{h}{\sqrt{s^2+h^2}},$$

because $z/(s^2\sqrt{s^2+z^2})$ has the derivative $(s^2+z^2)^{-3/2}$. The last factor is the reduction relative to an infinite filament. Putting it into the sum over chords and dividing by $\mu_0JR/2$ gives the share of the edge field that the pillar itself supplies:

$$f=\frac{1}{\pi R}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta\int_0^{2R\cos\theta}\frac{h\,ds}{\sqrt{s^2+h^2}} .$$

For $h\gg R$ the inner integrand tends to 1, and $f\to1$ as it should. For $h=R$ the integral is $f=0.768$.

The missing 23 percent does not mean that the answer to (a) is too large. Current cannot begin and end at the faces of the pillar; it must arrive and leave through leads, and these also produce a field. If the current spreads radially in flat leads at $z=\pm h$, the whole circuit is symmetric about the axis, and Ampère's law applies at mid-height without any reference to the pillar's length. The leads must then supply $1-f$. A direct Biot–Savart integration over such leads gives a share of 0.232, which closes the balance.

**Leads without symmetry.** Even for leads of arbitrary shape, Ampère's law fixes the average of the tangential field around the rim:

$$\frac{1}{2\pi}\int_0^{2\pi}B_\varphi(R,\varphi)\,d\varphi=\frac{\mu_0I}{2\pi R}.$$

This requires a steady current in a closed circuit, with the pillar as the only conductor that passes through the circle. The leads can make the field stronger on one side and weaker on the other, but they cannot change this average.

To size the variation, let both leads be thin strips of width $w$ that run along $x$ and continue past the pillar on both sides. Suppose the current leaves through the top strip towards $+x$ and enters through the bottom strip from $+x$. Far from the pillar, the top strip carries the sheet density $I/w$ on the side $x>0$ and nothing on the other. This flow is the sum of two parts:

- a symmetric part, in which half the current leaves towards $+x$ and half towards $-x$;
- a uniform part of density $K=I/(2w)$ towards $+x$ along the whole strip.

On the right they add to $I/w$; on the left they cancel.

Consider the field at the centre of the pillar. The vector from a point $(x,y,h)$ of the top strip to the centre is $\mathbf d=(-x,-y,-h)$. The Biot–Savart law contains $\mathbf K\times\mathbf d$, whose components in the plane are

$$(\mathbf K\times\mathbf d)_x=-K_yh,\qquad(\mathbf K\times\mathbf d)_y=K_xh .$$

In the symmetric part, $K_x$ is odd in $x$ and $K_y$ is odd in $y$, so both contributions integrate to zero. The uniform part remains:

$$B_y=\frac{\mu_0Kh}{4\pi}\int_{-w/2}^{w/2}dy\int_{-\infty}^{\infty}\frac{dx}{(x^2+y^2+h^2)^{3/2}} .$$

The inner integral equals $2/(y^2+h^2)$. The outer one then gives $(4/h)\arctan(w/2h)$, so that

$$B_y=\frac{\mu_0K}{\pi}\arctan\frac{w}{2h}=\frac{\mu_0I}{2\pi w}\arctan\frac{w}{2h}.$$

In the bottom strip the current is reversed and the vertical component of $\mathbf d$ is $+h$. The two changes of sign cancel, and the two strips add:

$$B_c=\frac{\mu_0I}{\pi w}\arctan\frac{w}{2h}.$$

Here $w/2h=4$ and $\arctan4=1.326$, so

$$B_c=\frac{(1.257\times10^{-6})(1.963\times10^{-4})}{\pi(200\times10^{-9})}\times1.326\ \mathrm T=0.52\ \mathrm{mT}.$$

For very wide leads, $w\gg2h$, the arctangent tends to $\pi/2$ and $B_c\to\mu_0I/(2w)$. At fixed current, wide leads therefore weaken this field.

At the wall the pillar's field points along $+y$ at $\varphi=0$ and along $-y$ at $\varphi=\pi$. The lead field points along $+y$ at the centre. If it were uniform across the pillar, the edge field would be $1.57+0.52=2.09$ mT on the side of the leads and $1.57-0.52=1.05$ mT on the far side. A full Biot–Savart integration, with ohmic flow in the strips and 24 points around the rim, gives a range from 1.11 to 2.15 mT. The largest departure is 37 percent of $B_{\rm edge}$. The rim average remains 1.571 mT.

**Leads on opposite sides.** Now let the current enter from $-x$ and leave towards $+x$. The uniform parts flow in the same direction above and below the pillar. On the mid-height plane the components of their fields that lie in the plane cancel, so they add nothing to the azimuthal field; only a component along $z$ can remain, away from the line $y=0$. The symmetric parts remain. They would complete a uniform rim field if the current spread equally in all directions, but the sides of the strips prevent this. At mid-height the computed azimuthal rim field lies between 1.51 and 1.63 mT, within about 4 percent of $B_{\rm edge}$. The component along $z$ reaches about 0.09 mT at the wall points $y=\pm R$, some 6 percent of $B_{\rm edge}$. Closer to either lead the uniform parts no longer cancel in the plane, and the variation around the rim is larger. At fixed current and dimensions, the routing of the leads thus matters more than the finite height as such.

**Uneven current in the pillar.** If the density depends on $r$ alone, the enclosed current at the wall is still $I$, and the edge field does not change. For example, $J(r)=2J(1-r^2/R^2)$ carries the same total current with a hot centre. A filament sum for it again gives 1.5708 mT at the wall. What changes is the interior, where integration of the density gives

$$B_\varphi(r)=\mu_0Jr\left(1-\frac{r^2}{2R^2}\right).$$

Setting the derivative to zero gives $r=\sqrt{2/3}\,R$, and the field there is about 9 percent above the edge value. The wall is therefore not the place of largest field for every current profile.

A sideways gradient, $J(1+gx/R)$, does change the edge field. For a long pillar, $\nabla^2A_z=-\mu_0J(1+gx/R)$. Since $x=r\cos\varphi$, write the extra part of the vector potential as $a(r)\cos\varphi$. Inside the pillar it obeys

$$a''+\frac{a'}{r}-\frac{a}{r^2}=-\frac{\mu_0Jg\,r}{R}.$$

A trial term $cr^3$ turns the left side into $(6+3-1)cr=8cr$, hence $c=-\mu_0Jg/(8R)$. With $k=\mu_0JgR/8$, the solution that is regular on the axis, and the one that decays outside, are

$$a_{\rm in}=\alpha r-\frac{kr^3}{R^2},\qquad a_{\rm out}=\frac{\beta}{r}.$$

There is no surface current at the wall, so $a$ and $a'$ are both continuous:

$$\alpha-k=\frac{\beta}{R^2},\qquad \alpha-3k=-\frac{\beta}{R^2}.$$

Subtracting the second equation from the first gives $\beta/R^2=k$. Because $B_\varphi=-\partial A_z/\partial r$, the extra edge field is $(\beta/R^2)\cos\varphi=k\cos\varphi$. Relative to $\mu_0JR/2$ this is $(g/4)\cos\varphi$, and so

$$B_\varphi(R,\varphi)=B_{\rm edge}\left(1+\frac g4\cos\varphi\right).$$

A density that is 20 percent above the mean at one wall and 20 percent below it at the other, $g=0.2$, changes the edge field by at most 5 percent.

## Table of cases

In every row the total current is 0.196 mA and the radius is 25 nm.

| Case | Azimuthal field (mT) |
|---|---|
| Uniform density, $r=R/2$ | 0.79 |
| Uniform density, wall | 1.57 |
| Uniform density, $r=2R$ | 0.79 |
| Gradient $g=0.2$, wall | 1.49 to 1.65 |
| Leads on opposite sides, wall | 1.51 to 1.63 |
| Leads on the same side, wall | 1.11 to 2.15 |

The first three rows hold for a long pillar, or between leads that are symmetric about the axis, the fourth for a long pillar. The last two are for uniform density and mid-height.

## (c) Comparison with the spin-transfer torque

Let $\mathbf m$ be the unit vector along the free layer's magnetization, and $\mathbf p$ the direction in which the current tends to turn it. Electrons arrive at the rate $I/e$, each with an average spin angular momentum of size $P\hbar/2$. Assume that the layer absorbs all of the component transverse to $\mathbf m$ and none of the longitudinal one. Complete absorption is an idealization; if only a part of the transverse component were absorbed, the torque would be smaller in proportion.

A layer of volume $V=\pi R^2t$ has the magnetic moment $M_sV$ and hence an angular momentum of size $M_sV/\gamma$, where $\gamma$ is the gyromagnetic ratio. Dividing the absorbed angular momentum per unit time by this size gives

$$\frac{d\mathbf m}{dt'}=\frac{I}{e}\,\frac{P\hbar}{2}\,\frac{\gamma}{M_sV}\,\big[\mathbf p-(\mathbf m\cdot\mathbf p)\mathbf m\big],$$

with $t'$ the time. Since $I/V=J/t$, the prefactor is $\gamma a_J$, where

$$a_J=\frac{\hbar PJ}{2eM_st}.$$

This quantity has the unit of a magnetic field. For the present numbers it is 10.3 mT.

As a check on the factors, let $\mathbf m$ start at right angles to $\mathbf p$, with no other torque acting. Taking the product of the equation with $\mathbf p$ gives, for $u=\mathbf m\cdot\mathbf p$, the equation $du/dt'=\gamma a_J(1-u^2)$, with the solution $u=\tanh(\gamma a_Jt')$. In 100 ps, 122,552 electrons pass through a layer whose moment is $3.388\times10^5$ Bohr magnetons. With one electron spin $\hbar/2$ per Bohr magneton,

$$\gamma a_Jt'=\frac{0.5\times122552}{3.388\times10^5}=0.181,\qquad u=\tanh0.181=0.179 .$$

Handing over the transverse spin electron by electron in a numerical simulation gives the same 0.179.

The ratio of the two field strengths is

$$\frac{B_{\rm edge}}{a_J}=\frac{\mu_0JR}{2}\,\frac{2eM_st}{\hbar PJ}=\frac{\mu_0eM_stR}{\hbar P}=0.153 .$$

The current density has cancelled, so raising the current does not change the balance. The diameter does: with $M_s$, $t$ and $P$ held fixed, the ratio grows in proportion to $R$ and reaches one at a diameter of 327 nm. Within this model, the current's own field becomes relatively more important in wide pillars.

The ratio compares the greatest torques per unit moment. It does not compare effects on switching, for two reasons. First, spin torque can drive switching by overcoming damping, and in a weakly damped layer the damping torque is much smaller than the precession torque of the fields in the layer. Second, the pillar's field is a vortex, $\mathbf B=(\mu_0J/2)(-y,x,0)$, whose average over the disc is zero. It exerts no net torque on a uniformly magnetized layer; it tends to curl the magnetization instead.

The field of same-side leads does not average out in this way. For a free layer at mid-height and 300 K, the energy $M_sVB_c$ is 0.39 of the thermal energy $k_BT$. A uniform magnetization in the plane therefore differs in energy by about $0.8\,k_BT$ between pointing along the lead field and against it. This is a small bias, but one that reverses with the current. It applies to a layer magnetized in the plane. For a layer magnetized along the axis, as is usual in round memory cells of this size, the lead field at mid-height is transverse: it tilts the magnetization slightly but does not split the energies of the up and down states.

## The estimate beside a real device

These parameters lie in the range of a magnetic tunnel junction memory cell. The heights, widths and layer properties are rough typical values, and the current density is towards the high end, suited to short write pulses. With a rough resistance–area product of $5\ \Omega\,\mu\mathrm m^2$, the junction voltage is 0.50 V and the dissipated power 98 µW. If breakdown is taken to occur at roughly 1 V, the assumed current is plausible, though not far from the limit. At fixed current, heating does not alter $B_{\rm edge}$; at fixed voltage, any change in resistance would. The leads of a real cell need not be symmetric about the pillar. They also have a finite thickness, which puts their current farther from the layer: for strips 50 nm thick, $B_c$ falls from 0.52 to about 0.44 mT. For the thin strip leads considered here, the asymmetry moves the local edge field at mid-height by up to 37 percent, so 1.6 mT should be read as the rim average and as the scale of the local field. The numerical output lists the values behind these estimates.

## Values computed for the example and the checks

```
INPUTS
pillar diameter                      50 nm
mean current density                 1.0e+11 A/m^2
pillar height                        50 nm
lead width                           200 nm
free-layer thickness                 1.6 nm
magnetization                        1.0e+06 A/m
spin polarization                    0.50
resistance-area product              5.0 ohm um^2
temperature                          300 K
FIELD OF THE PILLAR
mu0                                  1.25664e-06 T m/A
total current                        0.1963 mA
edge field, formula                  1.5708 mT
edge field, filament sum             1.5708 mT
field at half radius, filament sum   0.7854 mT
field at twice the radius, sum       0.7854 mT
edge field, hot centre, same current 1.5708 mT
FINITE HEIGHT AND LEADS
share of edge field from pillar      0.7678
share from radially fed leads        0.2322
same-side leads, centre, formula     0.5206 mT
same-side leads, centre, sum         0.5206 mT
same-side leads, rim average         1.5708 mT
same-side leads, rim minimum         1.112 mT
same-side leads, rim maximum         2.153 mT
largest relative change at rim       37.1 percent
opposite-side leads, rim average     1.5708 mT
opposite-side leads, rim minimum     1.508 mT
opposite-side leads, rim maximum     1.633 mT
current gradient g                   0.20
rim change from this gradient        5.0 percent
COMPARISON WITH SPIN TORQUE
spin-torque strength a_J             10.28 mT
edge field / a_J                     0.153
diameter at which they are equal     327 nm
electrons passed in 100 ps           122552
layer moment                         3.388e+05 Bohr magnetons
m.p after that time, electron count  0.1789
m.p after that time, tanh law        0.1789
OPERATING CONDITIONS
junction voltage                     0.50 V
dissipated power                     98.2 uW
lead-field Zeeman energy / kT        0.39
```
